# Why coherent germanium on silicon is strained by 4.01%, not 4.18%

Suppose you are setting up a calculation of the stress, the lattice spacing along the growth direction or the band edges of a thin germanium layer grown coherently on a (001) silicon wafer. The input asks for the in-plane strain of the layer. You know that germanium's lattice constant exceeds silicon's by 4.18%, and the layer has been squeezed to fit silicon. Should you enter −0.0418 or −0.0401? Every later result that is linear in strain inherits the choice, and every result quadratic in strain inherits it twice.

## The belief and its appeal

The belief to be examined is this: because the mismatch between germanium and silicon is 4.18%, a germanium film that matches silicon is compressed by 4.18%.

There is good sense in it. The mismatch is defined as

\[
f=\frac{a_f-a_s}{a_s},
\]

where \(a_f\) is the lattice constant of the relaxed film material and \(a_s\) that of the substrate. With \(a_s=0.54310\) nm for silicon and the value \(a_f=0.5658\) nm adopted for germanium as the input of this example,

\[
f=\frac{0.5658-0.5431}{0.5431}=0.0418 .
\]

The film does give up the whole length difference \(a_f-a_s\), so the numerator is right. The sign is easily supplied: the film is too large, so it is compressed. For a small mismatch the answer is also nearly right. What remains to be asked is which length belongs in the denominator.

## What coherence fixes

A film is coherent when its atomic rows continue those of the substrate across the interface, with no misfit dislocations. If the substrate is so thick that it hardly yields, the in-plane spacing of the film is then \(a_s\).

A row of atoms joined by springs shows when this happens. Measure positions \(x_i\) in units of \(a_s\), give each spring the natural length \(b=a_f/a_s\), and let the substrate act through a periodic potential of strength \(g\). In units of the spring stiffness times \(a_s^2\), the energy is

\[
U=\frac12\sum_i (x_{i+1}-x_i-b)^2+\frac{g}{4\pi^2}\sum_i\left(1-\cos 2\pi x_i\right).
\]

Put the atoms at the integers. The substrate force on each is proportional to \(\sin 2\pi x_i\) and vanishes. An interior atom is pushed equally by its two compressed springs, so it is in balance. An end atom has one spring and moves outward until the substrate holds it. If the grip is strong, the disturbance stays near the ends; if it is weak, the row slides out to its natural length.

For 61 atoms with the lattice constants of germanium and silicon, relaxation from the matched positions with \(g=0.3\) left the central spring shortened by 4.012% of its natural length. With \(g=10^{-4}\) the mean strain was −0.002%: the row had let go. Substrate registry, then, imposes the spacing, and it does so while the grip is strong enough.

## The strain of the film

Engineering strain is the change of length divided by the length in the unstressed state. The unstressed state of the film is relaxed germanium, whose length is \(a_f\). The stressed length is \(a_s\). Counting extension as positive,

\[
e=\frac{a_s-a_f}{a_f}=\frac{a_s}{a_f}-1 .
\]

To express this through the mismatch, rearrange the definition of \(f\) as \(a_f=a_s(1+f)\) and substitute:

\[
e=\frac{1}{1+f}-1=\frac{1-(1+f)}{1+f}=-\frac{f}{1+f}.
\]

For germanium on silicon,

\[
e=-\frac{0.04179}{1.04179}=-0.0401 .
\]

The film is compressed by 4.01%. The two magnitudes differ by

\[
f-|e|=f-\frac{f}{1+f}=\frac{f(1+f)-f}{1+f}=\frac{f^2}{1+f},
\]

which is 0.168 percentage points here. The difference is second order in \(f\). For a silicon-germanium alloy with one fifth germanium, a linear interpolation of the lattice constant gives \(f\approx0.0084\), and the difference falls to about 0.007 percentage points. The two numbers may be interchanged there for most purposes.

The opposite limit exposes the flaw. Imagine a film material with twice the substrate's lattice constant, so that \(f=1\). Matching would halve its length, and indeed \(e=-1/2\). A strain of \(-f=-1\) would shrink it to nothing.

## A film strained by 4.18% does not fit

The same flaw can be seen at the real mismatch. Apply an engineering strain of \(-f\) to relaxed germanium. Its new spacing is

\[
a_f(1-f)=a_s(1+f)(1-f)=a_s(1-f^2).
\]

This is 0.54215 nm, not silicon's 0.54310 nm. The film has been squeezed too far by the fraction \(f^2\), or 0.175% of the silicon spacing. Each cell lags by \(f^2a_s\), so the lag reaches one full silicon cell after about \(1/f^2\) cells. Counting cell by cell, this happens at the 573rd, some 311 nm along the interface. A film with that strain would not be coherent, which contradicts the starting assumption.

The reciprocals give another picture. Since \(1/|e|=(1+f)/f\),

\[
\frac1{|e|}-\frac1f=1 .
\]

A stretch of 23.93 relaxed germanium cells is as long as 24.93 silicon cells. The mismatch counts the first number and the film strain the second. They describe one vernier, read from its two scales.

## Where 4.18% is the strain

Exchange the materials. Let silicon be the film and a thick germanium crystal the substrate. The unstressed length is now silicon's, and the film is stretched to germanium's:

\[
e_{\mathrm{Si\ on\ Ge}}=\frac{a_{\mathrm{Ge}}-a_{\mathrm{Si}}}{a_{\mathrm{Si}}}=+0.0418 .
\]

The spring row with the two lengths exchanged gave +4.179%. So 4.18% is an engineering strain, but of coherent silicon on germanium, and it is tensile. The two cases are not mirror images, because the same length difference is divided by different natural lengths.

There is also a sense in which −4.18% describes the germanium film. Strain can be defined in several ways once it is not infinitesimal. With the stretch \(\lambda=a_s/a_f=1+e\), four measures are

- engineering: \(\lambda-1=e=-4.01\%\);
- logarithmic: \(\ln\lambda=e-e^2/2+\dots=-4.09\%\), the sum of many small compressions, each divided by the current length;
- Green: \((\lambda^2-1)/2=e+e^2/2=-3.93\%\);
- change per deformed length: \(1-1/\lambda=e-e^2+\dots=-f=-4.18\%\).

The last line follows from \(1/\lambda=a_f/a_s=1+f\). All four agree to first order and all describe the same film. The error therefore lies in entering the fourth number where the first is meant. An input described as strain relative to the relaxed film wants −0.0401.

## What the wrong entry does in linear elasticity

Take the film's cube axes as coordinates, with the third along the growth direction. The in-plane strains are both \(e\), and the top surface is free, so the normal strain \(p\) adjusts until the energy is least. In a cubic crystal, shear strains do not couple to \(e\) or \(p\) and cost energy, so they vanish. The energy per relaxed volume is

\[
w=\tfrac12C_{11}(2e^2+p^2)+C_{12}(e^2+2ep).
\]

Setting its derivative with respect to \(p\) to zero gives

\[
C_{11}p+2C_{12}e=0,\qquad p=re,\qquad r=-\frac{2C_{12}}{C_{11}} .
\]

The in-plane stress is

\[
\sigma=C_{11}e+C_{12}e+C_{12}p=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

Two in-plane directions each store \(\tfrac12\sigma e\), and the stress-free normal direction adds nothing, so \(w=Me^2\).

For germanium take the rough values \(C_{11}=130\) GPa and \(C_{12}=48\) GPa. Then

\[
M=130+48-\frac{2(48)^2}{130}=142.6\ \text{GPa},\qquad r=-\frac{96}{130}=-0.7385 .
\]

The correct strain gives \(\sigma=142.6\times(-0.0401)=-5.72\) GPa; the wrong one gives −5.96 GPa. The ratio of the stresses is \(f/|e|=1+f\), an excess of 4.2% relative to the correct linear result. The energy ratio is \((1+f)^2\), an excess of 8.5%.

Multiplying \(Me^2\) by the volume per atom, \(a_f^3/8\), gives 32.4 meV per atom with the correct strain and 35.2 meV with the wrong one.

The film expands along the growth direction by \(p=0.7385\times4.01\%=2.96\%\). Its perpendicular lattice constant is

\[
a_\perp=0.5658\,(1+0.02962)=0.5826\ \text{nm},
\]

against 0.5833 nm from the wrong strain. Any band-edge shift taken as linear in the strain components is likewise too large by the factor \(1+f\).

## What the right strain does not cure

The correction is second order in the mismatch, and linear elasticity neglects terms of that same order. It would be inconsistent to claim that replacing 4.18% by 4.01% makes the stress accurate to a few per cent. The neglected terms can be sized.

Write the energy per relaxed volume in terms of Green strains \(G_1=G_2=G=e+e^2/2\) and \(G_3\), and add the third-order terms

\[
w_3=\frac{C_{111}}6\sum_iG_i^3+\frac{C_{112}}2\sum_{i\ne j}G_i^2G_j+C_{123}G_1G_2G_3 .
\]

To leading order \(G_3=rG\), as before. The correction to \(G_3\) is of order \(G^2\). It changes the quadratic energy only at order \(G^4\), because that energy is stationary at \(G_3=rG\), and it changes \(w_3\) at order \(G^4\) too. We may therefore insert \(G_3=rG\) in \(w_3\).

The sum of cubes is \((2+r^3)G^3\). The mixed sum has two terms from the in-plane pair, two with a factor \(r\) and two with \(r^2\), hence \(2(1+r+r^2)G^3\). The relaxed energy is

\[
W=MG^2+KG^3+\dots,
\]
\[
K=\frac{C_{111}}6(2+r^3)+C_{112}(1+r+r^2)+C_{123}r .
\]

Now \(G^2=e^2+e^3+\dots\) and \(G^3=e^3+\dots\), so

\[
W=Me^2(1+se+\dots),\qquad s=1+\frac KM .
\]

With rough third-order constants of −710, −390 and −20 GPa, \(K=-488.9\) GPa and \(s=1-488.9/142.6=-2.43\). Direct minimisation of the third-order energy at small strains gave the same slope. Since \(e\) is negative, \(se\) is positive: the compressed film is stiffer than linear theory says.

At the full strain, minimising this energy gives 35.3 meV per atom. That is close to the 35.2 meV obtained from the wrong strain, and further from the 32.4 meV of the right one. Does this vindicate 4.18%? The expansion shows where the closeness comes from. Using \(f\) multiplies the linear energy by

\[
(1+f)^2=\frac1{(1+e)^2}=1-2e+\dots,
\]

which imitates a crystal with \(s=-2\). The constants used here give −2.43, which happens to be near. With the third-order constants set to zero, \(s=1\), and the energy falls to 31.1 meV, on the other side of the linear value.

The stress removes any remaining temptation. Stretching both in-plane directions by \(de\) does work \(2P\,de\) per relaxed volume, where \(P\) is the nominal stress, the force per undeformed area. Hence

\[
P=\frac12\frac{dW}{de}=Me\left(1+\tfrac32se+\dots\right).
\]

The coefficient of \(e\) in the bracket is about −3.6. Replacing \(e\) by \(-f=e(1-e+\dots)\) supplies a coefficient of −1. Within the third-order model the nominal stress is −6.47 GPa, so the wrong strain, at −5.96 GPa, covers about a third of the gap from −5.72 GPa. For the perpendicular lattice constant, these constants give 0.5822 nm at third order, below the linear 0.5826 nm, while the wrong strain raises it to 0.5833 nm. That small shift is a near cancellation of third-order terms, and its direction is not secure. In the Tersoff potential for germanium, the terms beyond third order raise the perpendicular lattice constant by about 0.001 nm at this strain and the nonlinear value lies above the linear one; the same terms change the stress by about 1% and the energy by about 0.5%. The last digits of the third-order values above should be read with that in mind.

A better stress calls for nonlinear elasticity with the correct deformation. A mislabelled strain is no substitute, even where one output improves.

## The model beside a real film

The example is a film of three monolayers, with thickness \(3a_\perp/4=0.437\) nm. This is a realistic scale: flat, coherent, pure germanium on silicon survives for roughly a few monolayers under common growth conditions, before islands form or dislocations enter. The elastic constants and the thermal data below are rough typical values. Thick germanium layers in devices such as photodetectors break the assumption of coherence, and that moves the strain far more than the choice of denominator. If a fraction \(R\) of the length difference has been recovered, the in-plane spacing is \(a_s+R(a_f-a_s)\), and the strain is

\[
\frac{a_s+R(a_f-a_s)-a_f}{a_f}=(1-R)e .
\]

For a nearly relaxed layer this is close to zero, and neither −4.01% nor −4.18% should be entered. The formula holds at one temperature. A layer that relaxes while hot and then cools on silicon is left in tension, because germanium contracts more than the wafer: about +0.15% for 500 K of cooling with the expansion coefficients given below.

Temperature matters as well. Take mean expansion coefficients of \(6\times10^{-6}\) per kelvin for germanium and \(3\times10^{-6}\) for silicon. At a growth temperature 500 K above the reference, both lengths must be updated:

\[
e_{\mathrm{hot}}=\frac{0.5431\,(1+0.0015)}{0.5658\,(1+0.0030)}-1=-4.16\% .
\]

The shift of 0.14 percentage points is almost as large as the 0.17 under discussion. It brings the strain near −4.18% by a different route: the hot film really is more compressed, and the hot mismatch has grown too.

Intermixing acts the other way. If 10% of the film's atoms are silicon, linear interpolation gives a relaxed lattice constant of \(0.9\times0.5658+0.1\times0.5431=0.56353\) nm, and the coherent strain becomes −3.63%. That shift of 0.39 percentage points is more than twice the denominator error. An uncertain composition can thus outweigh the distinction in practice. It does not make the distinction arbitrary, because for each composition and temperature the film still has one relaxed length to which its strain is referred.

The assumption of an unyielding substrate is safe here. The film pushes on the wafer with a force per width

\[
F=|\sigma|t_f=5.72\ \text{GPa}\times0.437\ \text{nm}=2.50\ \text{N/m}.
\]

A wafer of thickness \(h\) and biaxial modulus \(M_s\) stretches uniformly by \(F/(M_sh)\). The force acts at the surface, a distance \(h/2\) from the midplane, so it also exerts a bending moment \(Fh/2\). Equating this to \(M_sh^3\kappa/12\) gives the curvature \(\kappa=6F/(M_sh^2)\) and a further surface strain \(\kappa h/2=3F/(M_sh)\). For \(h=0.5\) mm and a rough \(M_s=180\) GPa the total is

\[
\frac{4F}{M_sh}=\frac{4\times2.50}{(1.8\times10^{11})(5\times10^{-4})}=1.1\times10^{-7},
\]

which is negligible beside 0.04.

The stress of so thin a film is less secure than its strain. A surface stress of order 1 N/m, taken as a rough size, is 0.40 of the film force. It leaves the in-plane spacing set by registry, but it can alter the force that bends the wafer by tens of per cent. A continuum stress for three monolayers is therefore an estimate, while the in-plane strain follows from two lengths.

For a flat, pure, coherent germanium film on a thick silicon wafer, with both lattice constants taken at the reference temperature, the entry is −0.0401. The value 0.0418 belongs in a field that asks for the mismatch relative to the substrate. Both numbers rest on the lattice constants used here; a first-principles calculation that works from its own relaxed lattice constants should put those into \(e=a_s/a_f-1\), and its value can differ from −0.0401 by more than the choice of denominator. The numerical output below lists the values in full.

## Numbers as computed

```
Si lattice constant: 0.54310 nm
Ge lattice constant (rough input): 0.5658 nm
mismatch f referred to Si: 4.179 %
engineering strain e of Ge on Si: -4.012 %
difference f - |e|: 0.168 percentage points
spring row, strong grip, Ge on Si: -4.012 %
spring row, weak grip, mean strain: -0.002 %
spring row, strong grip, Si on Ge: 4.179 %
1/f: 23.93 cells
1/|e|: 24.93 cells
Ge spacing if strained by -f: 0.54215 nm
registry error f^2: 0.175 %
cells until one-cell slip: 573
length until one-cell slip: 311 nm
logarithmic strain: -4.094 %
Green strain: -3.931 %
C11, C12, C44 of Ge (rough): 130, 48, 67 GPa
C111, C112, C123 (rough): -710, -390, -20 GPa
biaxial modulus M: 142.6 GPa
ratio e_perp/e: -0.7385 (no unit)
perpendicular strain: 2.962 %
perpendicular lattice constant, using e: 0.58256 nm
perpendicular lattice constant, using -f: 0.58326 nm
perpendicular lattice constant, nonlinear: 0.58216 nm
in-plane stress, linear, using e: -5.72 GPa
in-plane stress, linear, using -f: -5.96 GPa
in-plane nominal stress, nonlinear: -6.47 GPa
stress excess from using f: 4.18 %
energy excess from using f: 8.53 %
energy, linear, using e: 32.42 meV/atom
energy, linear, using -f: 35.19 meV/atom
energy, nonlinear: 35.33 meV/atom
energy, no third-order constants: 31.13 meV/atom
third-order coefficient K: -488.9 GPa
energy slope s, formula: -2.430 (no unit)
energy slope s, numerical: -2.430 (no unit)
film thickness: 3 monolayers = 0.437 nm
film force per width: 2.50 N/m
surface stress (rough input): 1.0 N/m
surface stress / film force: 0.40 (no unit)
expansion Ge, Si (rough): 6.0e-06, 3.0e-06 1/K
heating to growth temperature: 500 K
strain at growth temperature: -4.155 %
Si fraction mixed into film: 10 %
strain of intermixed film: -3.625 %
wafer: 0.5 mm thick, biaxial modulus 180 GPa (rough)
wafer surface strain from the film: 1.1e-07 (no unit)
```
